# The 1/t afterpulse law from log-uniform trap lifetimes: two derivations

## Definitions and conventions

An avalanche in a single-photon avalanche diode at $t=0$ leaves some carriers in traps. A carrier released later can start another avalanche, called an afterpulse. The quantity sought is $R(t)$, the mean number of such triggers per unit time after the first avalanche.

There are $M$ independent traps. A trap with detrapping lifetime $\tau$ that is filled at $t=0$ is still filled at time $t$ with probability $e^{-t/\tau}$. A released carrier is not recaptured, and it triggers an avalanche with probability $p$ when the diode is armed. Until the hold-off is introduced, the diode is taken as armed at all $t>0$. Afterpulses of afterpulses are left out of $R$, which is therefore a first-generation rate.

Two assumptions define the problem.

- **Equal initial filling:** every trap has the same mean occupancy $f$ at $t=0$, whatever its lifetime. The initial emission rates $f/\tau$ are then not equal.
- **Log-uniform lifetimes:** $\ln\tau$ is distributed uniformly between $\ln\tau_1$ and $\ln\tau_2$. With $L=\ln(\tau_2/\tau_1)$, the normalized density in $\tau$ is $g(\tau)=1/(L\tau)$, because $d\ln\tau=d\tau/\tau$.

With $A=pMf$, the result is

$$R(t)=\frac{A}{L\,t}\,B(t),\qquad B(t)=e^{-t/\tau_2}-e^{-t/\tau_1}. \tag{1}$$

For $\tau_1\ll t\ll\tau_2$ the first exponential is close to 1 and the second close to 0, so $R\simeq A/(Lt)$. The $1/t$ law belongs to the interior of the lifetime range and does not hold up to its ends.

## First derivation: averaging over lifetimes

The probability that a trap is filled at time $t$ is $f e^{-t/\tau}$. Its emission rate is minus the time derivative, $(f/\tau)e^{-t/\tau}$. Multiplying by $p$ and $M$ and averaging with $g(\tau)$ gives

$$R(t)=pMf\int_{\tau_1}^{\tau_2}\frac{d\tau}{L\tau}\,\frac{e^{-t/\tau}}{\tau}
=\frac{A}{L}\int_{\tau_1}^{\tau_2}\frac{e^{-t/\tau}}{\tau^2}\,d\tau .$$

One factor $1/\tau$ comes from the density and the other from the emission rate. Since $\partial(-t/\tau)/\partial\tau=t/\tau^2$,

$$\frac{\partial}{\partial\tau}\left(\frac{e^{-t/\tau}}{t}\right)=\frac{e^{-t/\tau}}{\tau^2}.$$

The integrand is thus a derivative with respect to $\tau$, and its end values give (1).

### The two ends

For $t\ll\tau_1$, expanding both exponentials to first order gives $B\simeq t(1/\tau_1-1/\tau_2)$. The factor $t$ cancels, and the rate starts from the finite value

$$R(0)=\frac{A}{L}\left(\frac1{\tau_1}-\frac1{\tau_2}\right).$$

For $t$ well above $\tau_1$ the second exponential is negligible and $R\simeq (A/Lt)\,e^{-t/\tau_2}$. Beyond $\tau_2$ this falls exponentially, because even the slowest traps are emptying.

The local decay exponent shows how the law passes between these ends. From $\ln R=\text{const}-\ln t+\ln B$,

$$-\frac{d\ln R}{d\ln t}=1-\frac{t}{B}\frac{dB}{dt}
=1+\frac{(t/\tau_2)e^{-t/\tau_2}-(t/\tau_1)e^{-t/\tau_1}}{B}.$$

The ratio of the first term in the numerator to the second is $(\tau_1/\tau_2)\exp[t(1/\tau_1-1/\tau_2)]$, which grows with $t$. It equals 1 at one time,

$$t_*=\frac{L}{1/\tau_1-1/\tau_2}.$$

The exponent is below 1 before $t_*$ and above 1 after it. At $t_*$ the derivative $dB/dt$ vanishes, so $B$ is also largest there.

## Second derivation: a front moving through the trap depths

The second route starts from trap depths and does not evaluate the lifetime integral. Let the traps be spread uniformly in depth $E$ between $E_1$ and $E_2$, with $W=E_2-E_1$, and let

$$\tau(E)=\tau_c\,e^{E/k_BT},$$

with the same $\tau_c$ for all traps. Then $\ln\tau$ is linear in $E$, so the lifetimes are log-uniform, and $L=W/k_BT$.

Define the depth whose lifetime equals the elapsed time,

$$E_d(t)=k_BT\ln\frac{t}{\tau_c}.$$

It follows that $t/\tau(E)=e^{-(E-E_d)/k_BT}$. The fraction of the initial filling that survives at depth $E$ depends on $E-E_d$ alone:

$$e^{-t/\tau(E)}=\varphi(E-E_d),\qquad \varphi(z)=\exp\!\left(-e^{-z/k_BT}\right).$$

This function rises from 0 for traps much shallower than $E_d$ to 1 for much deeper ones, over a few $k_BT$. As time passes the profile keeps its shape and moves to greater depth at the speed $dE_d/dt=k_BT/t$.

The mean number of filled traps is

$$N(t)=\frac{fM}{W}\int_{E_1}^{E_2}\varphi(E-E_d)\,dE .$$

Differentiating $\varphi(E-E_d)$ with respect to time gives $-\varphi'(E-E_d)\,dE_d/dt$. Therefore

$$-\frac{dN}{dt}=\frac{fM}{W}\frac{k_BT}{t}\int_{E_1}^{E_2}\varphi'(E-E_d)\,dE
=\frac{fM}{L\,t}\left[\varphi(E_2-E_d)-\varphi(E_1-E_d)\right].$$

The values of $\varphi$ at the two ends are $e^{-t/\tau_2}$ and $e^{-t/\tau_1}$. Multiplication by $p$ gives (1) again.

In this picture equal intervals of $\ln t$ empty equal intervals of depth. Equal filling puts equal numbers of carriers into them, so the number released per unit $\ln t$ is constant, and the number per unit time goes as $1/t$. The bracket $B$ measures how much of the front lies inside the band.

## What each derivation assumes

Both routes use equal filling and a uniform density in $\ln\tau$. Only the product of filling and density enters $R$, so a variation of one with lifetime can be offset by the other. The routes differ in their remaining assumptions.

The first makes no reference to temperature or to the origin of the lifetimes. As written, it uses exponential release.

The second, as written, assumes a uniform band of depths and a common prefactor. Neither argument depends on exponential release, however. Suppose the surviving fraction is any smooth function $h(t/\tau)$ that falls from 1 to 0. In the second route it is still a fixed profile in $E-E_d$, and the same steps give

$$R(t)=\frac{A}{Lt}\left[h(t/\tau_2)-h(t/\tau_1)\right].$$

The first route gives the same result: the emission rate per filled trap at the start is $-h'(t/\tau)/\tau$, and with the density factor $1/\tau$ the integrand $-h'(t/\tau)/\tau^2$ is the derivative of $h(t/\tau)/t$ with respect to $\tau$. With equal filling, the interior $1/t$ law thus comes from scaling with $t/\tau$ together with the flat density. The form of $h$ fixes the shape of the ends and how wide the lifetime range must be before an interior appears. For the slowly falling $h(x)=(1+x)^{-0.2}$ and lifetimes from 10 to $10\,000$ ns, the bracket is only 0.49 at 300 ns, against 0.97 for the exponential.

The second route also gives the amplitude $A/L=pfM\,k_BT/W$. At fixed band, filling and trigger probability it is proportional to temperature. If the number of traps per unit energy, $D(E)$, varies little over a few $k_BT$, it can be taken out of the integral over the peak $\varphi'$, which has unit area. To leading order $R\simeq pf\,D(E_d)\,k_BT/t$, so a sloping density appears as a departure from $1/t$. For example, a density proportional to $e^{\alpha E/k_BT}$ with small $|\alpha|$ gives $t^{\alpha-1}$ deep in the interior of a wide band.

Unequal filling can change the power in the same way. Let the occupancy be proportional to $\tau^\alpha$ with $\alpha<1$. With $x=t/\tau$, so that $\tau=t/x$ and $|d\tau|=t\,dx/x^2$,

$$\int\tau^{\alpha-2}e^{-t/\tau}d\tau=t^{\alpha-1}\int_{t/\tau_2}^{t/\tau_1}x^{-\alpha}e^{-x}dx\;\longrightarrow\;\Gamma(1-\alpha)\,t^{\alpha-1}$$

deep in the interior. For $\alpha=0.2$ the decay there is $t^{-0.8}$. Over three decades of lifetime the slowest traps are then about 4 times fuller than the fastest, but such a range is too short for a clean power: for lifetimes from 10 to $10\,000$ ns the local exponent rises from 0.82 at 100 ns to 0.95 at 1000 ns.

## A cooled silicon diode

Take $\tau_1=10$ ns, $\tau_2=10\,000$ ns, $M=100$, $f=0.002$ and $p=0.5$, at 250 K. Then $A=0.5\times100\times0.002=0.1$, $L=\ln 1000=6.908$ and $A/L=0.01448$.

At 300 ns the pure $1/t$ law gives $0.01448/(300\ \text{ns})=4.83\times10^4\ \text{s}^{-1}$, and (1) gives $4.68\times10^4\ \text{s}^{-1}$, which is 3% below it. At 1000 ns the shortfall is 9.5%. At $\tau_1$ and $\tau_2$ the factor $B$ is 0.63 and 0.37.

The shortfall reaches 10% when $e^{-t/\tau_1}\simeq0.1$ at the early end, or $t\simeq\tau_1\ln10=23$ ns. At the late end it does so when $1-e^{-t/\tau_2}\simeq0.1$, or $t\simeq-\tau_2\ln0.9=1054$ ns. Three decades of lifetime thus give about 1.7 decades of $1/t$ decay at this tolerance. The local exponent equals 1 at $t_*=69$ ns.

### Effect of the hold-off

After an avalanche the diode is kept below breakdown for a hold-off $t_h$, and carriers released in that time trigger nothing. The mean number of later first-generation afterpulses, neglecting the new hold-off that each afterpulse starts, is

$$P=\int_{t_h}^\infty R\,dt=\frac AL\left[E_1\!\left(\frac{t_h}{\tau_2}\right)-E_1\!\left(\frac{t_h}{\tau_1}\right)\right],\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}{u}du .$$

Here $E_1$ with an argument is the exponential integral, not a depth. Integration by parts gives $E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-u}\ln u\,du$. For small $x$ this tends to $-\ln x-\gamma$, where $\gamma=-\int_0^\infty e^{-u}\ln u\,du\simeq0.577$. For $\tau_1\ll t_h\ll\tau_2$,

$$P\simeq\frac AL\left[\ln\frac{\tau_2}{t_h}-\gamma\right].$$

For $t_h=100$ ns this is $0.01448\,(4.605-0.577)=0.0583$, against 0.0585 from the full expression. Lengthening the hold-off tenfold, to 1000 ns, lowers $P$ to 0.0264, which is less than a factor of three. The slow gain is a consequence of the $1/t$ tail and ends when $t_h$ approaches $\tau_2$. As $t_h\to0$ the two logarithms leave $(A/L)\ln(\tau_2/\tau_1)=A$, as they must when every carrier is released while the diode is armed.

## Effects outside the model

**First afterpulse.** $P$ is a mean number. For independently drawn lifetimes each trap contributes a trigger with probability $P/M$, so the probability of at least one is $1-(1-P/M)^M=0.0568$ for the 100 ns hold-off. A million simulated avalanches gave 0.0571, with a standard error of 0.0002.

**Second generation.** To lowest order, an afterpulse at $u$ followed by another at $t$ contributes $\int_{t_h}^{t-t_h}R(u)R(t-u)\,du$. With the $\tau_1$ terms negligible, the exponentials multiply to $e^{-t/\tau_2}$. Using $1/[u(t-u)]=[1/u+1/(t-u)]/t$, the ratio to $R(t)$ is $2(A/L)\ln[(t-t_h)/t_h]$. At 1000 ns it is $2\times0.01448\times\ln9=6.4\%$. At the same order, the hold-off started by an afterpulse blocks first-generation triggers, lowering the rate by the fraction $\int R(u)\,du$ taken over the preceding $t_h$ of armed time. This loss is 0.14% at 1000 ns, but 0.6% against a gain of 2.0% at 300 ns, and before $2t_h$ it is the only correction.

**Earlier avalanches.** With one avalanche every $10\,000$ ns, carriers left from previous ones add $\sum_{n\ge1}R(t+nT_r)/R(t)=4.2\%$ at 1000 ns, where $T_r$ is the repetition period.

**Finite number of traps.** A single device has particular lifetimes. The mean of $e^{-t/\tau}/\tau$ for one trap is $B/(Lt)$. With $x=t/\tau$ its mean square is

$$\frac1{Lt^2}\int_{t/\tau_2}^{t/\tau_1}xe^{-2x}dx=\frac{G(t/\tau_2)-G(t/\tau_1)}{Lt^2},\qquad G(x)=\frac{(1+2x)e^{-2x}}4 ,$$

because $G'(x)=-xe^{-2x}$. Dividing by the squared mean, subtracting 1 and averaging over $M$ independent traps gives the relative variance $\{L[G(t/\tau_2)-G(t/\tau_1)]/B^2-1\}/M$. At 300 ns the scatter between devices is 9.1%, larger than the 3% shortfall of (1) from pure $1/t$.

**Field and tunnelling.** At a junction field $F$ of 300 kV/cm a carrier can be lifted thermally to an energy $u$ below the band edge and tunnel from there. This multiplies the emission rate by $1+\Gamma_F$, with the estimate

$$\Gamma_F=\frac1{k_BT}\int_0^E e^{u/k_BT-S(u)}du,\qquad S(u)=\frac2\hbar\int_0^{u/eF}\!\!\sqrt{2m(u-eFz)}\,dz=\frac{4\sqrt{2m}\,u^{3/2}}{3e\hbar F}.$$

For a tunnelling mass of 0.25 electron masses and an attempt rate $\nu=10^{12}\ \text{s}^{-1}$, the lifetimes $\tau=e^{E/k_BT}/[\nu(1+\Gamma_F)]$ correspond to depths from 0.263 to 0.412 eV. $\Gamma_F$ is 19.14 at the shallow end and 19.18 at the deep end. Tunnelling thus shortens the lifetimes about twentyfold but leaves $\tau_c=1/[\nu(1+\Gamma_F)]$ nearly common. Averaging over a uniform band of depths reproduced (1) within 0.03% at 30, 300 and 3000 ns. The prefactor is less uniform at higher fields: at 500 kV/cm, with the same mass and lifetime range, $\Gamma_F$ runs from about 220 to 257, and the deviation from (1) at these times reaches 1.5%. All these figures take one field for every trap. In a real junction the field varies with position, and $\tau_c$ varies with it. For the same depths as at 300 kV/cm, with traps spread evenly over fields from 200 to 300 kV/cm, $1+\Gamma_F$ runs from about 7 to 20. The rate then lies 13% below (1) at 30 ns and 12% above it at 3000 ns, while at 300 ns it changes by only 1%.

A lower field during the hold-off matters more. If it drops to 270 kV/cm, all lifetimes are longer by a factor $s=1.38$ until re-arming. The surviving fraction is then $e^{-t_h/(s\tau)}e^{-(t-t_h)/\tau}$, so $t$ in (1) is replaced by $t-t_h+t_h/s$. The rate at re-arming is 38% above the constant-field value, and at 1000 ns the excess is 3%. These figures depend on the assumed tunnelling mass: 0.19 electron masses would give a stretch of about 1.48 instead of 1.38. For traps that attract the carrier, Poole–Frenkel lowering of the barrier, taken alone, would give a similar stretch: 1.34 for escape along the field, and about 1.28 when escape in all directions is averaged.

**Temperature.** At 293 K, with the depths, filling, trigger probability, field and hold-off held fixed and $\nu\propto T^2$, the lifetimes run from 2.35 to 855 ns. The $1/t$ amplitude rises by the factor 1.172, equal to the temperature ratio, yet $P$ falls from 0.0585 to 0.0285. The shift of the lifetime range outweighs the larger amplitude.

## Comparison with real detectors

The parameters are rough values for a thermoelectrically cooled silicon diode. Lifetimes of tens of nanoseconds to microseconds and fields of a few hundred kV/cm are the usual scale; $10\,000$ ns is on the long side, and an afterpulse probability near 6% is high for a good silicon detector. $M$ and $f$ are illustrative, and the mean rate depends on their product. Real devices change field during the hold-off, which here moves the rate at re-arming by 38%. Their field and trigger probability also vary with the position of the trap, and the trigger probability differs for electrons and holes, so a single $p$ and a single $\tau_c$ stand for averages. They may also have a few distinct trap levels or unequal filling. A fitted power near 1 over one or two decades is therefore compatible with (1) but does not establish a flat trap distribution. The numerical output below lists the main values used.

## Numbers as computed

```
shortest lifetime tau1: 10 ns
longest lifetime tau2: 10000 ns
number of traps M: 100
initial occupancy f: 0.002
trigger probability p: 0.5
A = p M f: 0.1
L = ln(tau2/tau1): 6.908
1/t amplitude A/L: 0.01448
rate at t = 0: 1.446e+06 1/s
rate at 100 ns: full 143318 1/s, pure 1/t law 144765 1/s
rate at 300 ns: full 46829 1/s, pure 1/t law 48255 1/s
rate at 1000 ns: full 13099 1/s, pure 1/t law 14476 1/s
bracket at t = tau1: 0.6311
bracket at t = tau2: 0.3679
time t* where local exponent is 1: 69.15 ns
shortfall from 1/t at t*: 0.79 %
1/t law within 10 % from: 23.26 ns
1/t law within 10 % up to: 1054 ns
hold-off: 100 ns
mean later afterpulses P, hold-off 100 ns: 0.05845
same from logarithmic law: 0.05831
mean later afterpulses, hold-off 1000 ns: 0.02639
probability of at least one afterpulse: 0.05680
same, simulated avalanches: 0.05711
filling exponent alpha in unequal-filling case: 0.2
filling ratio tau2 to tau1 in that case: 3.981
decay exponent in that case: 0.8
device scatter of rate at 300 ns: 9.1 %
second generation / first at 1000 ns: 6.4 %
avalanche repetition period: 10000 ns
leftover filling contribution at 1000 ns: 4.2 %
operating temperature: 250 K
thermal energy kT: 0.02154 eV
field when armed: 300 kV/cm
field during hold-off: 270 kV/cm
tunnelling mass: 0.25 electron masses
attempt rate at 250 K: 1.0e+12 1/s
relative permittivity: 11.7
shallowest trap depth: 0.263 eV
deepest trap depth: 0.412 eV
tunnelling enhancement Gamma_F, shallowest: 19.14
tunnelling enhancement Gamma_F, deepest: 19.18
largest error of log-uniform form for uniform band: 0.03 %
lifetime stretch s during hold-off: 1.379
rate excess at re-arming (100 ns): 38.2 %
rate excess at 1000 ns: 3.1 %
Poole-Frenkel lowering when armed: 0.122 eV
Poole-Frenkel lifetime stretch during hold-off: 1.336
room temperature: 293 K
shortest lifetime at 293 K: 2.35 ns
longest lifetime at 293 K: 855 ns
1/t amplitude at 293 K / at 250 K: 1.172
temperature ratio: 1.172
mean later afterpulses at 293 K, hold-off 100 ns: 0.02854
```
